# Counting stationary points of two methyl rotors on a torus

## Question

I have an exercise on a molecule with two methyl groups that do not influence each other. The torsion angles are $a$ and $b$, and the energy is

$$V(a,b)=\frac A2\,(1-\cos 3a)+\frac B2\,(1-\cos 3b),\qquad A,B>0 .$$

I am to count the minima, index-one saddles and maxima, and then compare "minima − saddles + maxima" with the Euler characteristic of a torus.

I plotted $V$ for both angles from $0$ to $2\pi$. Each rotor has minima at $0,\,2\pi/3,\,4\pi/3,\,2\pi$ and maxima at $\pi/3,\,\pi,\,5\pi/3$. That gives $4\times4=16$ minima, $4\times3+3\times4=24$ saddles and $3\times3=9$ maxima, so my sum is $16-24+9=1$. As far as I know the torus should give 0.

Where is the mistake? And why should a count of transition states know anything about topology? I would also like to know whether the result survives when the rotors do interact, since in a real molecule they will.

## Answer

Your plot is right, but it shows a square, and the configurations form a torus. The angles $0$ and $2\pi$ describe the same position of a rotor, so points on the left edge of the plot are repeated on the right edge, and those on the bottom edge are repeated on the top.

### The count

Let each angle run over $0\le a,b<2\pi$. I treat the hydrogens as labelled, so a turn by $2\pi/3$ leads to a different configuration. A stationary point needs both slopes to vanish:

$$\frac{\partial V}{\partial a}=\frac{3A}{2}\sin 3a=0,\qquad \frac{\partial V}{\partial b}=\frac{3B}{2}\sin 3b=0 .$$

Since $A$ and $B$ are not zero, $3a$ and $3b$ must be multiples of $\pi$. Hence $a=j\pi/3$ and $b=k\pi/3$, with $j,k=0,1,\dots,5$. There are $6\times6=36$ stationary points and no others.

Their type follows from the second derivatives:

$$V_{aa}=\frac{9A}{2}\cos 3a,\qquad V_{bb}=\frac{9B}{2}\cos 3b,\qquad V_{ab}=0 .$$

The matrix of second derivatives (the Hessian) is diagonal, so these entries are its eigenvalues. At a stationary point $\cos3a=(-1)^j$ and $\cos3b=(-1)^k$. No eigenvalue is zero, and the index, which is the number of negative eigenvalues, is the number of odd integers among $j$ and $k$.

- Both even: $3\times3=9$ minima, with energy $0$.
- $j$ odd, $k$ even: $9$ saddles, with energy $A$.
- $j$ even, $k$ odd: $9$ saddles, with energy $B$.
- Both odd: $9$ maxima, with energy $A+B$.

The sum is $9-18+9=0$. Your square counted $16-9=7$ minima and $24-18=6$ saddles too many, and $7-6=1$ is your discrepancy.

The zero can be traced to the single rotor. Write $t$ for each downhill direction. One rotor contributes $3+3t$, and because the indices of independent rotors add, the pair contributes

$$(3+3t)^2=9+18t+9t^2 .$$

Setting $t=-1$ gives $(3-3)^2=0$: on a circle, minima and maxima alternate and cancel.

### The Euler characteristic, without the energy

Cut a surface into vertices, edges and faces, where each face is a disc without its rim. The Euler characteristic is

$$\chi=\text{vertices}-\text{edges}+\text{faces}.$$

For the torus, take a $4\times4$ grid of squares with opposite sides of the grid joined, and halve each square by a diagonal. There are 16 vertices. Each vertex owns one edge to the right, one upward and one diagonal, which makes 48 edges. The 16 squares give 32 triangles. Therefore $\chi=16-48+32=0$.

This number belongs to the surface and not to the grid. Three moves refine a division:

1. Put a new vertex on an edge: one more vertex and one more edge.
2. Draw an edge across a face: one more edge and one more face.
3. Draw an edge that ends freely inside a face: one more edge and one more vertex.

None of them changes $\chi$. Now lay two divisions of the torus over each other, shifted slightly if necessary so that their edges cross at finitely many points. The edges of a division of the torus into discs form a connected network, and this network cannot fit inside one disc. Every piece of the second network inside a face of the first is therefore tied to the rim of that face, and can be drawn from the rim inward by the three moves. Both divisions thus refine to the same overlay and have the same $\chi$.

The zero is not automatic for a closed surface. An octahedron, which is a sphere in shape, has $6-12+8=2$.

### Why transition states know about it

For your surface the reaction paths themselves are a division of the torus. Start at the saddle $(\pi/3,0)$. Its downhill direction is $a$. On the line $b=0$ the slope along $b$ is zero, so the steepest-descent path never leaves this line. One side runs to the minimum $(0,0)$ and the other to $(2\pi/3,0)$. Different moments of inertia of the two rotors rescale the two slopes but do not turn a zero slope into a nonzero one, so the path is the same as long as the kinetic energy does not couple the two rotations. With such a coupling, a path in mass-weighted coordinates can leave the line.

Each of the 18 saddles works in this way. Together their paths form the lines $a=0,\,2\pi/3,\,4\pi/3$ and $b=0,\,2\pi/3,\,4\pi/3$. These lines meet at the 9 minima, four paths at each, and cut the torus into 9 squares. The centre of each square is a maximum. So

$$\begin{aligned}\text{minima}&=\text{vertices},\\ \text{saddles}&=\text{edges},\\ \text{maxima}&=\text{faces},\end{aligned}$$

and the alternating sum is $\chi$ by definition.

This also explains your 1. On the square with its edges kept apart, the same lines give 16 vertices, 24 edges and 9 faces. You computed the Euler characteristic of a filled square, correctly.

### The argument for a general surface

The picture above used the straight paths of uncoupled rotors. A second argument needs only a smooth energy on the torus whose stationary points all have nonzero Hessian eigenvalues. Consider the region $V\le E$ and raise $E$, as if water were filling the landscape.

**Between stationary energies the shape does not change.** Take two levels $E_1<E_2$ with no stationary energy from $E_1$ to $E_2$. Leave the points with $V\le E_1$ at rest, and move each point between the levels with velocity $-\nabla V/|\nabla V|^2$ until it reaches $E_1$. On the way

$$\frac{dV}{d\tau}=\nabla V\cdot\left(-\frac{\nabla V}{|\nabla V|^2}\right)=-1 ,$$

so after a time $E_2-E_1$ the region $V\le E_2$ has been shrunk continuously onto $V\le E_1$. The velocity stays finite because the torus is closed and bounded, and no stationary point lies between the two levels. The part between the levels is thus a collar swept out by these paths, and it adds nothing to $\chi$: each vertex on the old shoreline gains an outer vertex and a connecting edge, and each edge on it gains an outer edge and a face.

**At a minimum** a new disc appears. It can be built from one vertex on its rim, the rim as one edge, and one face. The change in $\chi$ is $1-1+1=+1$.

**At a saddle** of energy $E_s$, suitably scaled local coordinates give $V\approx E_s-u^2+v^2$. Just below $E_s$ the water lies on two sides, at positive and at negative $u$. Just above, a strip joins them. The two ends of the strip are already part of the old shoreline, once vertices have been marked on it, and marking them does not change $\chi$. New are the two long sides and the face, so the change is $-2+1=-1$.

**At a maximum** a hole closes. Its rim is already present and one face is added, so the change is $+1$.

When $E$ has passed the highest maximum, the region is the whole torus. Hence

$$\text{minima}-\text{saddles}+\text{maxima}=\chi(\text{torus})=0 .$$

### Numbers for one case

Take the round values $A=0.004$ hartree (108.8 meV) and $B=0.002$ hartree (54.4 meV). The minima lie at 0, nine saddles at 0.002, nine at 0.004, and the maxima at $0.004+0.002=0.006$ hartree (163.3 meV). The filling then goes as follows.

| Level $E$ (hartree) | Region $V\le E$ | $\chi$ |
|---|---|---|
| 0.001 | nine discs | $9$ |
| 0.003 | three closed bands | $9-9=0$ |
| 0.005 | torus with nine holes | $0-9=-9$ |
| 0.007 | whole torus | $-9+9=0$ |

The second row has a chemical reading. At 0.003 hartree the rotor with the lower barrier can turn fully, while the other is confined to one of its three wells. Each well of $a$ therefore gives one band that closes on itself in the $b$ direction. At 0.005 hartree either rotor can pass its barrier, but not both at the same moment, and the nine holes surround the maxima.

If $A=B$, all 18 saddles have the same energy and $\chi$ drops from $9$ to $-9$ in one step. The count is unchanged, because equal energies do not make a Hessian eigenvalue vanish.

### Two other cases

**Identical hydrogens.** If turns by $2\pi/3$ are regarded as the same configuration, each angle has period $2\pi/3$. The configurations again form a torus, with one ninth of the area. It holds 1 minimum, 2 saddles and 1 maximum, and $1-2+1=0$. Both censuses are correct, but they must not be mixed.

**A free rotor.** For $B=0$ the energy does not depend on $b$. The stationary points fill whole circles, $a=j\pi/3$ with any $b$, and $V_{bb}=0$ everywhere. Counting isolated points then has no meaning. A small positive $B$ breaks each circle of minima into 3 minima and 3 saddles, and each circle of maxima into 3 saddles and 3 maxima. Every circle contributes zero to the sum.

### What happens when the rotors interact

A simple coupling that respects the threefold symmetry of both rotors is $C\cos3a\cos3b$. Take $C\ge0$ and $B<A$. The slopes become

$$V_a=3\sin3a\left(\frac A2-C\cos3b\right),\qquad V_b=3\sin3b\left(\frac B2-C\cos3a\right),$$

and the second derivatives are

$$V_{aa}=9\cos3a\left(\frac A2-C\cos3b\right),\quad V_{bb}=9\cos3b\left(\frac B2-C\cos3a\right),\quad V_{ab}=9C\sin3a\sin3b .$$

The 36 old points, with $\sin3a=\sin3b=0$, remain stationary, and there $V_{ab}=0$. They form four groups of nine:

| $\cos3a,\ \cos3b$ | $V_{aa}/9$ | $V_{bb}/9$ |
|---|---|---|
| $+1,+1$ | $A/2-C$ | $B/2-C$ |
| $+1,-1$ | $A/2+C$ | $C-B/2$ |
| $-1,+1$ | $C-A/2$ | $B/2+C$ |
| $-1,-1$ | $-(A/2+C)$ | $-(B/2+C)$ |

New stationary points can arise where both brackets in the slopes vanish:

$$\cos3a=\frac{B}{2C},\qquad \cos3b=\frac{A}{2C}.$$

The second equation has solutions with $\sin3b\ne0$ only for $C>A/2$. The mixed possibility, one sine and the other bracket equal to zero, gives new points only at $C=B/2$ or $C=A/2$, where whole lines become stationary and the count fails for that one value. With the barriers above, these thresholds are 0.001 and 0.002 hartree. Three ranges remain.

- **$C<B/2$**, for example 0.0005 hartree. All signs in the table are those of the uncoupled case. The counts are 9, 18, 9, at the same places.
- **$B/2<C<A/2$**, for example 0.0015 hartree. The first group has become saddles and the second group minima. The counts are still 9, 18, 9, but the stable conformations have moved. The energies agree with this: $V=C$ in the first group and $V=B-C$ in the second, and the second is lower once $C>B/2$.
- **$C>A/2$**, for example 0.003 hartree. The first and fourth groups are maxima, the second and third are minima, which makes 18 of each. The new points have $\cos3a=0.333$ and $\cos3b=0.667$. Each equation has six solutions in a full turn, so there are 36 of them. There $V_{aa}=V_{bb}=0$, and the determinant is $-V_{ab}^2<0$, so the two eigenvalues have opposite signs and all 36 are saddles. The sum is $18-36+18=0$.

So the numbers 9, 18 and 9 depend on the strength of the coupling. The zero belongs to the torus.

This tells you how to use the rule in a search for transition states. Provided no Hessian eigenvalue vanishes at a stationary point, a nonzero sum proves that a point is missing, counted twice or wrongly classified. The list must hold every point on the torus, mirror images included. At $C=0.003$ hartree with identical hydrogens the census is 2, 4, 2; merging $(a,b)$ with $(-a,-b)$, as a list of symmetry-unique structures would, leaves 2, 2, 2 and a sum of 2. A zero sum does not prove that the list is complete: a search that overlooks one minimum and one saddle still gives zero. In the second range above, even the correct individual counts would not reveal that the minima had moved.

### How far the model carries

The barrier in ethane is about 130 meV, so the two barriers chosen here are of a realistic size. In a real molecule the two rotors are coupled to some degree. For the coupling form used here, the minima, saddles and maxima all keep their places as long as $|C|$ stays below $B/2$, which is 27 meV. This condition covers only the $C$ term. The same symmetry allows a term $D\sin3a\sin3b$, which leaves the 36 points stationary but adds $V_{ab}=9D$ at the origin. The origin then stays a minimum only if $C<B/2$ and $D^2<(A/2-C)(B/2-C)$. For $C=0.0009$ and $D=0.0006$ hartree it becomes a saddle, and the counts are 18, 27, 9, again with sum zero. Crowded methyl groups, or a rotor with a very low barrier, call for a check of both terms. A real molecule also has other coordinates, such as bond lengths and bends. The torus rule applies to the two-angle surface obtained by relaxing them if that relaxed energy is single-valued and smooth. If the relaxation jumps from one frame geometry to another, it does not apply as it stands.

The nuclei are also quantum particles. This does not alter the census, which concerns the energy surface, but it decides whether nine separate conformations are a useful picture. Near a minimum, $1-\cos3a\approx 9a^2/2$, so the torsional energy is $\tfrac12(9A/2)a^2$. With moment of inertia $I$ and $\hbar=1$, the frequency is $\omega=\sqrt{9A/(2I)}$, and the harmonic ground level is

$$\frac{\omega}{2}=\frac32\sqrt{\frac{A}{2I}} .$$

For $I=20000$ electron masses times bohr squared, roughly that of a methyl group, this gives $1.5\sqrt{0.004/40000}=4.74\times10^{-4}$ hartree. Diagonalizing the rotor Hamiltonian in plane waves $e^{ima}$ with $|m|\le45$ gives $4.60\times10^{-4}$ hartree, which is 11.5% of the barrier. The harmonic value is 3% above it, in the direction expected, since the cosine well lies below its parabola. For the rotor with barrier $B$ the same calculation gives $3.21\times10^{-4}$ hartree, or 16% of the barrier.

Tunnelling between the three equal wells splits these ground levels by $4.2\times10^{-10}$ hartree for barrier $A$ and $3.4\times10^{-8}$ hartree for barrier $B$. Halving the barrier at fixed $I$ thus raises the splitting about eighty times. Both splittings are less than a thousandth of the ground level they belong to. At these barriers the nine wells are well separated; for a nearly free rotor they would not be. For uncoupled rotors, the stationary points themselves stay at the same angles for every positive barrier, and only at zero barrier are they replaced by whole circles.
